Rescaling Remaining Waiting Times in Kinetic Monte Carlo on a Lattice, part 1

(Sections cited here and not found follow in the second part.)

## The rescaling rule and its proof

Let a pending lattice event have rate a > 0 and a scheduled firing time T. At an earlier time s another event fires, and the new configuration gives the pending event the rate b > 0. Replace the firing time by

T′ = s + (a/b)(T − s).   (1)

If every clock whose rate changes is treated in this way, the simulated trajectory has the same probability law as the Markov process defined by the rates. The equality concerns probabilities. A simulation that draws a new random waiting time at s will in general follow a different individual trajectory, although its statistics are the same.

The proof below uses four conditions. The rates are constant between events. The new rate b is determined by the configuration and by what has already happened, and not by the values of the pending firing times. A clock that has just fired receives a fresh random waiting time if its event is still possible. A clock whose rate falls to zero is discarded, and a fresh one is drawn if the event becomes possible again. Each condition enters the proof at a definite place.

Surface deposition and etching supply the physical setting. A molecule adsorbed on a surface may leave it or react with it, and both rates depend on whether the adjacent sites are occupied. When a second molecule lands next door, the first has already waited for some time without doing either. The question is what to do with the firing times that were assigned to it under the old surroundings.

Denote a configuration of the lattice by x. The possible events are numbered by j, event j has the rate a_j(x) ≥ 0, and it turns x into a configuration written x^j. An event with zero rate is called inactive. The lattice is finite, so the total rate

A(x) = Σ_j a_j(x)   (2)

is finite. The probability p(x,t) of finding the configuration x at time t obeys the master equation

dp(x,t)/dt = Σ_(y,j: y^j = x) a_j(y) p(y,t) − A(x) p(x,t).   (3)

The first term collects all events that lead into x, and the second removes probability through all events that lead out of it.

To see what a simulation has to reproduce, suppose that the lattice has just entered x. Let q(u) be the probability that no event has happened after a further time u. In a short interval du an event happens with probability A du, so

dq/du = −A q,  q(0) = 1,  hence q(u) = e^(−Au).   (4)

The probability that the first event is number j and that it falls between u and u + du is the probability of having waited until u, times a_j du. The corresponding density is

f_j(u) = a_j e^(−Au) = (a_j/A) · A e^(−Au).   (5)

The last form shows two independent choices: a holding time that is exponential with rate A, and an event chosen with probability a_j/A. This is the standard kinetic Monte Carlo step.

Conversely, a simulation that obeys (5) after every event, whatever its earlier history, reproduces the master equation. Suppose that a time u has passed since the last event. The conditional density for event j to happen now is f_j(u) divided by the probability e^(−Au) of having waited so long, which is a_j. It depends neither on u nor on the earlier history. Over a short time dt, to first order,

p(x,t+dt) = [1 − A(x) dt] p(x,t) + Σ_(y,j: y^j = x) a_j(y) p(y,t) dt.   (6)

Subtracting p(x,t), dividing by dt and letting dt go to zero gives (3). The law of the whole trajectory is fixed as well. If events j_1, …, j_n happen at times t_1 < … < t_n, starting from x_0 at t_0 = 0, and nothing further happens up to t, the density of this record is the product

Π_(k=1…n) a_(j_k)(x_(k−1)) e^(−A(x_(k−1))(t_k − t_(k−1))) · e^(−A(x_n)(t − t_n)).   (7)

It therefore suffices to show that a simulation with rescaled clocks obeys (5) after each event, conditionally on the record of events so far.

Now give each active event its own clock. A clock of rate a has a random waiting time W with

P(W > w) = e^(−aw),  density a e^(−aw),  mean 1/a.   (8)

Initially the waiting times are drawn independently. The event with the smallest waiting time fires first. Two clocks agree to infinite precision with probability zero, so ties play no part in the derivation.

Let event j fire first, after a time u, and let R_i be the time that clock i still has to run at that moment. The original waiting times were then W_j = u and W_i = u + R_i for i ≠ j. This change of variables has unit Jacobian, because for fixed u each R_i differs from W_i by a constant. Since the clocks are independent, the joint density is the product of the single densities:

a_j e^(−a_j u) Π_(i≠j) a_i e^(−a_i(u + R_i)).   (9)

Each exponential in the product splits into e^(−a_i u) and e^(−a_i R_i). The factors containing u combine with e^(−a_j u) into e^(−Au), so that (9) becomes

[a_j e^(−Au)] · Π_(i≠j) [a_i e^(−a_i R_i)],  R_i > 0.   (10)

Two statements follow. Integrating over every R_i from zero to infinity gives one for each factor in the product and leaves a_j e^(−Au), which is the density (5). A race between independent exponential clocks therefore produces the correct event at the correct time. Dividing (10) by that density leaves the conditional density of the remaining times, given which event fired and when:

Π_(i≠j) a_i e^(−a_i R_i).   (11)

The losing clocks are again independent exponentials with their old rates. The time of the firing does not appear in (11), and the winner enters only by being left out of the product.

This may seem to ignore the fact that the losing clocks have been selected for being late. The selection is real, but it acts on the whole wait. Given that clock i has outlasted the time u, its whole wait has the mean u + 1/a_i, which is larger than the unconditional mean 1/a_i. The excess is the time already spent. The part still to come has the mean 1/a_i, as for a new clock. This absence of ageing is the reason why the remaining time, measured from the neighbouring event, is the quantity to be scaled.

Consider one of the losing clocks, with old rate a, new rate b and remaining time R. Define R′ = (a/b)R. For x > 0,

P(R′ > x) = P(R > bx/a) = e^(−a·bx/a) = e^(−bx).   (12)

The new remaining time is exponential with rate b. The density gives the same result: since R = bR′/a and dR = (b/a) dR′, the old density a e^(−aR) becomes a(b/a)e^(−bR′) = b e^(−bR′). The direction of the ratio can be read from the means. The old mean is 1/a, the new mean has to be 1/b, and the factor between them is a/b. If the event has become faster, b > a, the remaining time shrinks.

Several clocks can change at the same neighbouring event, each with its own factor. Once the record of events, including the latest one, is given, the old and new configurations are known. All the factors a_i/b_i are then fixed numbers. Multiplying independent random variables by fixed numbers leaves them independent, so the conditional joint density becomes Π b_i e^(−b_i R_i′) for the clocks that stay active.

The argument can now be repeated from event to event. The claim to be carried forward is this: immediately after each event, given the record of events and their times, the remaining times of all active clocks are independent exponentials with the current rates. The record does not include the values of the pending clocks. The claim holds at the start, because the clocks were drawn that way.

Suppose that it holds after some event. By (10), the next event and its time have the density (5), and the losing clocks are independent exponentials with their old rates. Every clock then falls into one of five classes. If its rate is unchanged, the factor is one and nothing needs to be done. If its rate has changed from one positive value to another, (12) gives it the new rate. If it has become inactive, it is removed, and removing one of several independent variables leaves the rest independent. If it has just become active, it is drawn afresh with its new rate, independently of everything else. If it is the clock that fired and its event is still possible, it is also drawn afresh, since no remaining time is left to scale. The claim therefore holds after the new event too. By induction (5) holds at every step, so the trajectory has the density (7). This proves the result.

The proof also shows why redrawing every changed clock is correct. A fresh exponential of rate b has the same conditional law as the rescaled remaining time. The two schemes differ in the random numbers they use, but both give (7).

The rule has a useful meaning in terms of a dimensionless quantity. Let Z = aR be the remaining time measured in units of the mean wait at the current rate. Then

P(Z > z) = P(R > z/a) = e^(−z),  and bR′ = b(a/b)R = aR.   (13)

Thus Z is a unit exponential, and the rescaling leaves it unchanged. A clock can be regarded as carrying an allowance Z, which is used up at the current rate. If it begins with Z and runs for a time u_1 at rate a_1, then for u_2 at rate a_2, and so on without being switched off, it fires when

a_1 u_1 + a_2 u_2 + … = Z.   (14)

The neighbouring event changes how fast the allowance is spent, but not how much of it is left.

The limits agree with this picture. For b = a nothing changes. As b grows without bound, the remaining time goes to zero and the event follows its neighbour at once. As b approaches zero from above, the remaining time grows without bound. At b = 0 the ratio a/b has no meaning, which is why switched-off clocks are treated separately.

The condition on b excludes a rule that looks at the clock before choosing its rate. Suppose that the new rate b were given to the event if Z > ln 2, and that the old rate were kept otherwise. Half of all clocks satisfy the inequality, because e^(−ln 2) = 1/2. Among these the mean of bR′ = Z is

2 ∫_(ln 2)^∞ z e^(−z) dz = 2(ln 2 + 1)e^(−ln 2) = 1 + ln 2 ≈ 1.693,   (15)

where integration by parts has been used. An exponential clock of rate b would have the mean one. Clocks that receive the rate b in this way are too slow for it, and (1) no longer gives the right statistics. A rate computed from the occupation of the neighbouring sites does not have this fault.

The condition of constant rates also has content. Suppose that an event has a hazard, meaning a probability per unit time given that it has not yet happened, of 2κt at age t. Its survival probability is e^(−κt²). At age s the probability of surviving a further time x is

e^(−κ(s+x)²)/e^(−κs²) = e^(−κ(2sx + x²)).   (16)

If a neighbour multiplies the hazard by m from then on, the correct survival probability is e^(−κ(2msx + mx²)). Dividing the remaining time by m instead replaces x by mx in (16) and gives e^(−κ(2msx + m²x²)). The terms in x² differ unless m = 1. Simple rescaling fails here because the hazard depends on age.

The allowance Z shows how to repair this. Let a(t) and b(t) be the old and new hazards as known functions of time, and define T′ by

∫_s^(T′) b(t) dt = ∫_s^T a(t) dt.   (17)

Given T > s, the probability that T exceeds a later time t is exp[−∫_s^t a(t₁) dt₁]. If the integral of a grows without bound at late times, the right side of (17) is therefore a unit exponential Z. The new firing time exceeds t when Z > ∫_s^t b(t₁) dt₁, which has the probability exp[−∫_s^t b(t₁) dt₁], as the new hazard requires. If the integral of b stays finite at late times, Z may exceed it, and then the event never fires. For constant rates (17) reads b(T′ − s) = a(T − s), which is (1).

Rescaling the remaining time by a/b has been proved to reproduce the statistics of the Markov process when the rates are constant between events and are not chosen by looking at the clocks. What remains is to work through the case of a single changed clock and to test the rule numerically on a model of a reacting surface.
